\section*{How Long Does a Thermal Spike in Silicon Stay Hot?}

\section*{Question}

An ion implanted into silicon can hand a large part of its energy to the atoms in a collision cascade. If that energy, of order a kiloelectronvolt, becomes heat within a few nanometres, the spot can exceed the melting temperature. How long can it stay that hot when heat conduction is what cools it, and how does this time scale with the energy, the size of the spot and the thermal diffusivity?

\section*{Short answer}

Let $E$ be the heat deposited, $c$ the heat capacity per volume, $\Delta$ the temperature rise that counts as hot (here, the rise to melting) and $D$ the thermal diffusivity. For constant $c$ and $D$, and without latent heat, no point can stay above $\Delta$ for longer than
\begin{equation}
t_{\max}=\frac{1}{4\pi D}\left(\frac{E}{c\Delta}\right)^{2/3},
\label{max}
\end{equation}
whatever the initial shape of the hot region. For $1000$ eV and a diffusivity suited to disordered silicon this is about $1.2$ ps. Latent heat can keep the spot molten, close to the melting temperature, well beyond this limit, and a larger compact deposit lasts longer. A lifetime of about a picosecond is therefore an order of magnitude for deposits of about 1 keV in disordered silicon, not a fixed constant of the material.

\section*{The heat source and its spreading}

The algebra uses atomic units with $k_B=1$, so that a temperature is an energy. Let $\theta(\mathbf r,t)$ be the temperature rise above the surroundings. A classical harmonic atom has three kinetic and three potential quadratic terms, each with mean energy $T/2$. Its heat capacity is therefore $3$, and for atomic density $n$ we have $c=3n$.

Energy conservation and Fourier's law for the heat current $\mathbf q$ read
\begin{equation}
c\,\frac{\partial\theta}{\partial t}=-\nabla\cdot\mathbf q,\qquad \mathbf q=-\kappa\nabla\theta .
\end{equation}
With constant conductivity $\kappa$ and $D=\kappa/c$ they combine to
\begin{equation}
\frac{\partial\theta}{\partial t}=D\nabla^2\theta,\qquad c\int\theta\,d^3r=E .
\label{heat}
\end{equation}
The heat is assumed to appear at once at $t=0$, in an unbounded medium, with none passed to the electrons.

Take a Gaussian source with standard deviation $\sigma$ along each axis, and try a Gaussian whose variance $s$ grows with time:
\begin{equation}
\theta=\frac{E}{c}\,G,\qquad G=\frac{e^{-r^2/2s}}{(2\pi s)^{3/2}} .
\end{equation}
The integral of $G$ over space is one, so the energy is right at every $s$. Differentiation gives
\begin{align}
\frac{\partial G}{\partial s}&=\left(-\frac{3}{2s}+\frac{r^2}{2s^2}\right)G,\\
\nabla^2G&=\nabla\cdot\left(-\frac{\mathbf r}{s}G\right)=\left(-\frac{3}{s}+\frac{r^2}{s^2}\right)G=2\,\frac{\partial G}{\partial s}.
\end{align}
Since $\partial G/\partial t=(ds/dt)\,\partial G/\partial s$, the heat equation holds if $ds/dt=2D$. Hence
\begin{equation}
s=\sigma^2+2Dt,\qquad
\theta(0,t)=\frac{E}{c\,[2\pi(\sigma^2+2Dt)]^{3/2}} .
\label{centre}
\end{equation}

\section*{Two different cooling times}

The centre has lost half of its initial rise when $(s/\sigma^2)^{3/2}=2$, that is, when $s=2^{2/3}\sigma^2$. This gives
\begin{equation}
t_{1/2}=\left(2^{2/3}-1\right)\frac{\sigma^2}{2D}.
\label{half}
\end{equation}
It is the familiar size-squared-over-diffusivity law, and the energy does not enter.

The time spent above a fixed temperature is another matter. Define the volume
\begin{equation}
V=\frac{E}{c\Delta},
\end{equation}
which the energy $E$ could heat uniformly by $\Delta$. Setting $\theta(0,t)=\Delta$ in (\ref{centre}) gives $(2\pi s)^{3/2}=V$, so $s=V^{2/3}/2\pi$. Solving $\sigma^2+2Dt=s$ for $t$,
\begin{equation}
t_{\rm life}=\frac{V^{2/3}}{4\pi D}-\frac{\sigma^2}{2D}.
\label{life}
\end{equation}
The first term is $t_{\max}$. The second is the head start that an already spread source has on its way to the same final width. That final width,
\begin{equation}
\sigma_m=\frac{V^{1/3}}{\sqrt{2\pi}},
\end{equation}
does not depend on $\sigma$. If $\sigma>\sigma_m$, the source is too dilute to reach $\Delta$ at all, and the negative value of (\ref{life}) has no meaning as a time.

A wider spot thus cools more slowly in the sense of (\ref{half}), yet at fixed energy it spends less time above $\Delta$, because it starts cooler. If instead the initial central rise $\theta_0$ is held fixed, then $\theta_0/\Delta=V/(2\pi\sigma^2)^{3/2}$, so $V^{2/3}=2\pi\sigma^2(\theta_0/\Delta)^{2/3}$ and
\begin{equation}
t_{\rm life}=\frac{\sigma^2}{2D}\left[\left(\frac{\theta_0}{\Delta}\right)^{2/3}-1\right].
\end{equation}
Now the lifetime grows as $\sigma^2$, with $E$ growing as $\sigma^3$.

\section*{Why the shape cannot beat the limit}

A cascade is not a Gaussian. The solution for any initial rise $\theta_i(\mathbf r)\ge0$ is the sum of the responses to its points. The response to a point is the Gaussian above with $\sigma=0$, so
\begin{equation}
\theta(\mathbf r,t)=\int\frac{e^{-|\mathbf r-\mathbf r'|^2/4Dt}}{(4\pi Dt)^{3/2}}\,\theta_i(\mathbf r')\,d^3r'
\le\frac{E/c}{(4\pi Dt)^{3/2}} .
\end{equation}
The inequality replaces the exponential by its largest value, one, and uses $\int\theta_i\,d^3r=E/c$. A point with $\theta>\Delta$ at time $t$ therefore requires $(4\pi Dt)^{3/2}<V$, which is $t<t_{\max}$. The limit cannot be lowered without knowledge of the shape, since (\ref{life}) approaches it as $\sigma\to0$.

The scaling follows: $t_{\max}\propto E^{2/3}D^{-1}(c\Delta)^{-2/3}$. The power $2/3$ is the square of a length that grows as the cube root of the heated volume.

\section*{Numbers}

The inputs are round model parameters of the size suited to silicon: $n=0.05$ \AA$^{-3}$, hence $c=0.15$ \AA$^{-3}$, and $\Delta=0.12$ eV. The main case has $E=1000$ eV, $\sigma=10$ \AA{} and $D=100$ \AA$^2$/ps. Then
\begin{align}
V&=\frac{1000}{0.15\times0.12}=5.56\times10^4\ \text{\AA}^3,\\
t_{\max}&=\frac{(5.56\times10^4)^{2/3}}{4\pi\times100}=1.16\ \text{ps},\\
t_{\rm life}&=1.16-\frac{10^2}{2\times100}=0.66\ \text{ps}.
\end{align}
The limit is $4.8\times10^4$ atomic units of time. The centre starts at a rise of $0.42$ eV, three and a half times $\Delta$, and halves it in $0.29$ ps. Sources wider than $\sigma_m=15.2$ \AA{} never reach $\Delta$.

A direct numerical solution of the radial heat equation gives $0.658$ ps for the lifetime, against $0.659$ ps from (\ref{life}). With $\sigma=5$ \AA{} at the same energy the formula gives $1.03$ ps, closer to the limit, as it should be. With $8000$ eV and $\sigma=20$ \AA{}, which keeps the initial temperature unchanged, it gives $2.63$ ps, four times the main case. The numerical solution agrees with both to within one per cent. At $1000$ eV, a uniform ball of radius $15$ \AA{} stays above $\Delta$ somewhere for $0.91$ ps, and a hollow shell between $10$ and $18$ \AA{} for $0.69$ ps. Both lie below $1.16$ ps.

The size of the hot zone also follows. From $\theta(r,t)=\Delta$ its radius $r_h$ obeys
\begin{equation}
r_h^2=2s\ln\frac{\theta(0,t)}{\Delta}=3s\ln\frac{\sigma_m^2}{s},
\end{equation}
because $\theta(0,t)/\Delta=(\sigma_m^2/s)^{3/2}$. The derivative of the right side with respect to $s$ is $3[\ln(\sigma_m^2/s)-1]$, so the zone grows while $s<\sigma_m^2/e$ and shrinks afterwards. Here $\sigma_m^2/e=85$ \AA$^2$ is less than the initial $s=100$ \AA$^2$. The zone therefore shrinks from the start, from a radius of about $16$ \AA.

\section*{When the diffusivity depends on temperature}

A crystal usually conducts heat less well when hot, so one value of $D$ is a simplification. For a spherically symmetric source that decreases outward, the centre can still be bounded. Let $D(\theta)$ be smooth and lie between $D_l$ and $D_h$, and let $M(r,t)$ be the heat inside radius $r$. Then $\partial M/\partial r=4\pi r^2c\,\theta$, and the heat flow through the sphere gives
\begin{equation}
\frac{\partial M}{\partial t}=4\pi r^2cD(\theta)\frac{\partial\theta}{\partial r}
=D(\theta)\left(\frac{\partial^2M}{\partial r^2}-\frac2r\frac{\partial M}{\partial r}\right).
\label{mass}
\end{equation}
The profile keeps decreasing outward. To see this, let $u=D\,\partial\theta/\partial r$, which is nowhere positive at first. The heat equation gives
\begin{equation}
\frac{\partial u}{\partial t}=\frac{\partial}{\partial r}\left[D\left(\frac{\partial u}{\partial r}+\frac{2u}{r}\right)\right].
\end{equation}
At a positive maximum of $u$, where $\partial u/\partial r=0$ and $\partial^2u/\partial r^2\le0$, the right side is at most $(2D'/r-2D/r^2)u$, with $D'=\partial D/\partial r$. A positive maximum could thus grow no faster than in proportion to itself, and starting from zero it never appears.

The bracket in (\ref{mass}) is therefore never positive, and replacing $D(\theta)$ by $D_l$ can only raise the right side. Let $M_l$ be the solution with constant $D_l$ and the same start. The difference $w=M-M_l$ satisfies
\begin{equation}
\frac{\partial w}{\partial t}\le D_l\left(\frac{\partial^2w}{\partial r^2}-\frac2r\frac{\partial w}{\partial r}\right),
\end{equation}
and vanishes at $t=0$, at $r=0$ and at infinity. At a positive maximum the right side is not positive, so $w$ cannot rise above zero. Hence $M\le M_l$. Near the origin $M\simeq\frac43\pi r^3c\,\theta(0,t)$, so the centre is no hotter than with constant $D_l$. The same argument with the signs reversed shows that it is no cooler than with constant $D_h$. For such a source, (\ref{max}) thus remains a limit if $D$ is replaced by its smallest value.

As an example, let $D$ fall from $1000$ \AA$^2$/ps in the cold material towards $100$ \AA$^2$/ps in the hot, as
\begin{equation}
D(\theta)=100+\frac{900}{1+\theta/(0.05\ \text{eV})}\quad\text{\AA}^2/\text{ps}.
\end{equation}
The numerical lifetime of the main source is $0.165$ ps, between $0.066$ ps for constant high $D$ and $0.66$ ps for constant low $D$. The cool surroundings contribute to this. At $\theta=\Delta$ the diffusivity is $365$ \AA$^2$/ps, and it is smaller wherever the material is hotter. Had it been capped at $365$ \AA$^2$/ps everywhere, the ordering just shown would give at least $0.66\times100/365=0.18$ ps. The shorter time found is therefore due to faster conduction in material already below $\Delta$.

\section*{What latent heat changes}

Melting absorbs a latent heat $L$ per atom, and freezing returns it. Let $h$ be the enthalpy density above the surroundings. With equilibrium melting and constant $\kappa$,
\begin{equation}
\frac{\partial h}{\partial t}=D\nabla^2[c\,\theta(h)],\qquad
c\,\theta(h)=
\begin{cases}
h, & h<c\Delta,\\
c\Delta, & c\Delta\le h\le c\Delta+nL,\\
h-nL, & h>c\Delta+nL.
\end{cases}
\end{equation}
The slope of $c\,\theta$ with respect to $h$ is one, or zero on the plateau. Enthalpy therefore diffuses with an effective diffusivity that nowhere exceeds $D$. By the ordering above, with the plateau taken as the limit of a very small slope, the central enthalpy is never below its value without latent heat. Complete freezing is delayed, and (\ref{max}) is no longer a strict limit.

For $L=0.5$ eV the main source starts with $3\times0.423=1.27$ eV per atom at the centre. Reaching the melting temperature takes $3\Delta=0.36$ eV and melting another $0.5$ eV, so the centre does melt. The numerical solution gives $1.53$ ps until the centre has frozen, on radial grids of $0.5$ and $1$ \AA{} alike. This is $2.3$ times the lifetime without latent heat, and it exceeds the $1.16$ ps of (\ref{max}). Most of this time is spent close to the melting temperature: the central rise is within five per cent of $\Delta$ after about $0.35$ ps. Latent heat prolongs the molten state, not the time spent well above $\Delta$.

The scaling survives in a restricted form. If all lengths are multiplied by $\lambda$ and all times by $\lambda^2$ at unchanged enthalpy densities, the equation keeps its form, while $E$ is multiplied by $\lambda^3$. At fixed initial energy density the lifetime still grows as $E^{2/3}$. A Gaussian deposit of $10\,000$ eV with the same initial density would take $10^{2/3}\times1.53\simeq7$ ps to freeze.

\section*{Where Fourier's law gives out}

Diffusion presupposes that the heat carriers scatter many times within the hot region. For carriers of speed $v$ and exponentially distributed free flights of mean length $\ell$, the mean squared flight is $2\ell^2$. After $N$ independent flights the mean squared displacement is $2N\ell^2$, the elapsed time is $N\ell/v$, and in three dimensions the former equals $6D$ times the latter:
\begin{equation}
2N\ell^2=6D\,\frac{N\ell}{v}\quad\Rightarrow\quad D=\frac{v\ell}{3},\qquad \ell=\frac{3D}{v}.
\end{equation}
With a sound speed of $80$ \AA/ps, $D=100$ \AA$^2$/ps gives $\ell=3.75$ \AA. That is less than $\sigma=10$ \AA, though not by a large factor, so the picosecond estimate is reasonable but not precise.

For $D=1000$ \AA$^2$/ps the mean free path is $37.5$ \AA, longer than the source. Formula (\ref{life}) then gives $0.066$ ps, less than the time $\sigma/v=0.125$ ps that sound needs to cross the distance $\sigma$. Heat cannot leave that fast by lattice vibrations. The high-diffusivity value of (\ref{max}), $0.12$ ps at $1000$ eV, is accordingly not a dependable upper limit, and the $0.165$ ps found above for variable $D$ is not a dependable lifetime either, since the cold material there has the same long free path. What survives is a floor set by free flight. If the heat left in all directions at speed $v$ without scattering, the energy at the centre at time $t$ would come from the sphere $r=vt$, so that $\theta(0,t)=\theta_0e^{-v^2t^2/2\sigma^2}$. This falls to $\Delta$ at $t=(\sigma/v)\sqrt{2\ln(\theta_0/\Delta)}$, about $0.2$ ps for the main source, and slower or scattered carriers lengthen the time. The floor holds as long as lattice vibrations alone carry the heat. On that scale a local temperature is itself doubtful, because an atom has completed only a few vibrations.

\section*{Real implantation}

The density, melting rise and latent heat used here are close to rough values for crystalline silicon. Amorphous silicon melts at a lower temperature and absorbs less latent heat, so combining these values with its diffusivity gives only an estimate. The diffusivity is the uncertain input: roughly $100$ \AA$^2$/ps is suited to amorphous material and roughly $1000$ \AA$^2$/ps to hot crystal, while crystal at room temperature conducts several times better still. These values are for the solid. Molten silicon is a metal, and its electrons, which the model leaves out, can carry heat faster than the lattice does. For a compact deposit of $10\,000$ eV, (\ref{max}) gives $5.4$ ps at the low value and $0.54$ ps at the high one. The second figure is not a dependable limit, because the free path of $37.5$ \AA{} still exceeds $\sigma_m\simeq33$ \AA{} at this energy, and the spot can stay hot somewhat longer. The assumption of a single compact source can also fail, since energetic ions, light ones above all, can spread their energy over separate regions. If $10\,000$ eV is divided equally among ten regions too far apart to warm one another, the limit for each is that of $1000$ eV, and $5.4$ ps becomes $1.2$ ps. Freezing in equilibrium is a further idealization: a melt cooled within picoseconds can fall below its melting temperature before it crystallizes and may be left amorphous. The $1.53$ ps should therefore be read as the size of the latent-heat effect, not as a prediction of when crystal returns.

With lattice vibrations alone carrying the heat, the estimates above for spikes of 1 to 10 keV that start well above the melting temperature run from about two tenths of a picosecond to about seven picoseconds. A more compact deposit than those shown can last longer still. The energy, the compactness of the deposit and the state of the surrounding lattice decide how long a given spike stays hot.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (round model parameters)
atomic density: 0.05 1/angstrom^3
heat capacity per volume, k_B = 1: 0.15 1/angstrom^3
temperature rise to melting: 0.12 eV
latent heat per atom: 0.5 eV
sound speed: 80 angstrom/ps
low diffusivity: 100 angstrom^2/ps
high diffusivity: 1000 angstrom^2/ps
deposited energy: 1000 eV
Gaussian width sigma: 10 angstrom
GAUSSIAN SPIKE
initial centre temperature rise: 0.4233 eV
volume E/(c Delta): 55556 angstrom^3
widest sigma that melts: 15.22 angstrom
sigma^2/(2D), low D: 0.5 ps
half-cooling time, low D, formula: 0.2937 ps
half-cooling time, low D, simulated: 0.2935 ps
lifetime, low D, formula: 0.6586 ps
lifetime, low D, simulated: 0.6584 ps
lifetime, high D, formula: 0.06586 ps
lifetime, sigma 5 angstrom, low D, formula: 1.034 ps
lifetime, sigma 5 angstrom, low D, simulated: 1.033 ps
lifetime, 8000 eV and sigma 20 angstrom, low D, formula: 2.634 ps
lifetime, 8000 eV and sigma 20 angstrom, low D, simulated: 2.634 ps
UPPER LIMIT FOR ANY SOURCE SHAPE
limit, 1000 eV, low D: 1.159 ps
same limit in atomic units of time: 4.79e+04 a.u.
limit, 1000 eV, high D: 0.1159 ps
limit, 10000 eV, low D: 5.378 ps
limit, 10000 eV, high D: 0.5378 ps
uniform ball, radius 15 angstrom, low D: 0.9136 ps
hollow shell, radii 10 to 18 angstrom, low D: 0.689 ps
CORRECTIONS AND VALIDITY
temperature scale of varying D: 0.05 eV
lifetime with varying D: 0.1654 ps
lifetime with latent heat, low D: 1.53 ps
same on grid twice as coarse: 1.53 ps
latent-heat lengthening factor: 2.33 (ratio)
phonon mean free path, low D: 3.75 angstrom
phonon mean free path, high D: 37.5 angstrom
sound crossing time sigma/v: 0.125 ps
\end{verbatim}
